\section*{Fowler-Nordheim slope field of a triangular barrier from tunnel currents}

\section{Problem}

Electrons tunnel from an emitter into an insulating film. The barrier at the interface is $\phi=3.1$ eV above the emitter's Fermi level, and the electron mass inside the barrier is $m=0.42\,m_e$. A uniform field of magnitude $F$ pulls the electrons towards positive $x$. With energies measured from the Fermi level and the interface at $x=0$, the potential energy in the film is
\begin{equation}
V(x)=\phi-eFx ,\qquad x>0,\quad e>0 .
\end{equation}
The film is thick enough for all electrons that contribute noticeably to the current to leave the barrier inside it, so the barrier is triangular.

The slope field $B$ is defined by the semiclassical (WKB) probability that an electron at the Fermi level, moving normal to the interface, crosses the barrier:
\begin{equation}
T_0=e^{-B/F}.
\end{equation}
Two current densities have been calculated for this barrier at zero temperature, by summing WKB probabilities over the occupied emitter states:
\begin{align}
F_1&=8\ \text{MV/cm}: & J_1&=2.355\times10^{-6}\ \text{A/cm}^2,\\
F_2&=10\ \text{MV/cm}: & J_2&=1.534\times10^{-3}\ \text{A/cm}^2 .
\end{align}
Find $B$, and show that the barrier parameters and the two currents agree on its value.

\section{A tempting solution}

The current is carried by electrons near the Fermi level, and each crosses with probability $e^{-B/F}$. It seems to follow that $J=C\,e^{-B/F}$ with a constant $C$. Then $C$ drops out of the ratio of the two currents, and
\begin{equation}
B=\frac{\ln(J_2/J_1)}{1/F_1-1/F_2}
=\frac{\ln 651.4}{0.125-0.100}\ \text{MV/cm}
=\frac{6.479}{0.025}\ \text{MV/cm}
\approx 259\ \text{MV/cm}.
\end{equation}

The arithmetic is right, but the result can be checked against the barrier itself, since $\phi$ and $m$ fix $B$ without any current.

\section{The slope field from the barrier}

At the Fermi level the total energy is zero. For motion normal to the interface the decay constant is
\begin{equation}
\kappa(x)=\frac{\sqrt{2m(\phi-eFx)}}{\hbar},
\end{equation}
and it vanishes at the exit point $x_t=\phi/(eF)$. The WKB exponent is twice the integral of $\kappa$, because the probability is the square of an amplitude. With $y=\phi-eFx$ and $dx=-dy/(eF)$, the minus sign reverses the limits:
\begin{align}
2\int_0^{x_t}\kappa\,dx
&=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi}\sqrt{y}\,dy
=\frac{2\sqrt{2m}}{\hbar eF}\,\frac{2}{3}\phi^{3/2}.
\end{align}
Setting this equal to $B/F$ gives
\begin{equation}
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}
=\frac{4\kappa_0\phi}{3e},\qquad
\kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.
\label{eq:B}
\end{equation}

For the given mass $\hbar^2/(2m)=0.09071$ eV\,nm$^2$, so
\begin{align}
\kappa_0&=\sqrt{\frac{3.1}{0.09071}}\ \text{nm}^{-1}=5.846\ \text{nm}^{-1},\\
B&=\tfrac43\times5.846\times3.1\ \text{V/nm}=24.16\ \text{V/nm}=241.6\ \text{MV/cm}.
\end{align}
The value read from the currents is 7.3\,\% larger than this. Since the currents were calculated for the same barrier, the fault must lie in how they were read.

This $B$ is a property of the barrier and not a field to be applied. At $F=B$ the exit point would be 0.128 nm from the interface and the exponent would be 1, where the WKB treatment no longer holds. At 8 and 10 MV/cm the exponents are 30.2 and 24.2.

\section{Where the fault lies}

The tempting solution treats $C$ as constant. It would be so if the current were carried by a fixed number of electrons, all at the Fermi level and moving normal to the interface. In fact electrons with other energies and directions contribute too, and their number grows with the field, as the sum over states shows.

Let an electron have energy $-w$, with $w\ge0$ at zero temperature, and wavevector $\mathbf k$ parallel to the interface. Counting both spins,
\begin{equation}
J=2e\int\frac{d^2k}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x\,T .
\end{equation}
At fixed $\mathbf k$ the velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, so $v_x\,dk_x=dE/\hbar$. Hence
\begin{equation}
J=\frac{2e}{h}\int_0^\infty dw\int\frac{d^2k}{(2\pi)^2}\,T .
\end{equation}
The collector states at these energies are taken to be empty, so there is no return current. The limits of both integrals may be infinite only if the emitter holds states at every $w$ and $\mathbf k$ that contribute. For a parabolic emitter band with Fermi energy $E_F$ and mass $m_{\text{em}}$, a state exists when $w+\hbar^2k^2/(2m_{\text{em}})<E_F$, so both $E_F$ and $E_F\,m_{\text{em}}/m$ must be large compared with the energy range $d$ found below. This is assumed from here on.

The interface is taken to be smooth, so $\mathbf k$ is conserved, and the barrier mass is isotropic. Energy conservation inside the barrier reads
\begin{equation}
-w=\phi-eFx+\frac{\hbar^2k^2}{2m}-\frac{\hbar^2\kappa^2}{2m}.
\end{equation}
Solving for the decay constant,
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2}(\phi+u-eFx),\qquad
u=w+\frac{\hbar^2k^2}{2m}.
\end{equation}
The electron meets a triangle of height $\phi+u$ in place of $\phi$. Since the exponent scales as the height to the power $3/2$,
\begin{equation}
T=\exp\left[-\frac BF\left(1+\frac u\phi\right)^{3/2}\right].
\label{eq:Tu}
\end{equation}

Next, put $\varepsilon=\hbar^2k^2/(2m)$. Then $d^2k=2\pi k\,dk=2\pi m\,d\varepsilon/\hbar^2$, and with $h=2\pi\hbar$
\begin{equation}
J=\frac{2e}{2\pi\hbar}\,\frac{m}{2\pi\hbar^2}\int_0^\infty dw\int_0^\infty d\varepsilon\,T
=\frac{em}{2\pi^2\hbar^3}\int_0^\infty u\,T(u)\,du .
\label{eq:Ju}
\end{equation}
The factor $u$ appears because $T$ depends on $w+\varepsilon=u$ alone, and for given $u$ the energy $w$ may lie anywhere from 0 to $u$.

For $B/F\gg1$ small $u$ dominates. To first order $(1+u/\phi)^{3/2}\approx1+3u/(2\phi)$, so
\begin{equation}
T\approx e^{-B/F}e^{-u/d},\qquad
d=\frac{2\phi F}{3B}=\frac{e\hbar F}{2\sqrt{2m\phi}} .
\end{equation}
The energy $d$ measures how far the contributing electrons extend in $w$ and in $\varepsilon$. It is 0.068 eV at 8 MV/cm and 0.086 eV at 10 MV/cm. It is proportional to $F$, and because $w$ and $\varepsilon$ each have a range of order $d$, the number of contributing states grows as $F^2$. Explicitly, $\int_0^\infty u\,e^{-u/d}du=d^2$, and
\begin{equation}
J=\frac{em}{2\pi^2\hbar^3}\,\frac{e^2\hbar^2F^2}{8m\phi}\,e^{-B/F}
=A F^2e^{-B/F},\qquad
A=\frac{e^3}{16\pi^2\hbar\phi}.
\label{eq:FN}
\end{equation}
The barrier mass cancels from $A$: a larger mass provides more transverse states per unit energy, but makes $d^2$ smaller by the same factor. Both this cancellation and the power $F^2$ rely on the deep emitter band. A shallow or light emitter cuts off the integrals: for $E_F=0.2$ eV and $m_{\text{em}}=0.19\,m_e$ the prefactor grows only about as $F$ at these fields, and dividing by $F^2$ then gives a slope about 4\,\% too small.

The missing factor is therefore $F^2$. Its effect on the tempting slope follows from
\begin{equation}
\ln J=\ln A+2\ln F-\frac BF .
\end{equation}
With $s=1/F$ one has $\ln F=-\ln s$, and
\begin{equation}
\frac{d\ln J}{ds}=-\frac2s-B=-(B+2F).
\end{equation}
Thus the slope of $\ln J$ yields $B+2F$. The two points are centred in $1/F$ at $F=8.889$ MV/cm, where $B+2F=259.4$ MV/cm, against 259.2 MV/cm from the currents.

The error carries over to barrier parameters deduced from the slope. Since $\phi\propto B^{2/3}$ at known mass, the tempting value would give $3.1\times(259.2/241.6)^{2/3}\approx3.25$ eV. If $\phi$ were known and the mass sought, $m\propto B^2$ would give $0.48\,m_e$ in place of $0.42\,m_e$.

\section{The currents read correctly}

Equation (\ref{eq:FN}) says that $\ln(J/F^2)$ is linear in $1/F$ with slope $-B$. From the two currents,
\begin{align}
B&\approx\frac{\ln(J_2/J_1)-2\ln(F_2/F_1)}{1/F_1-1/F_2}\nonumber\\
&=\frac{6.479-0.446}{0.025}\ \text{MV/cm}\approx241.3\ \text{MV/cm}.
\end{align}
This agrees with 241.6 MV/cm from the barrier to about 0.1\,\%.

The remaining difference comes from the linearized exponent, since the given currents were computed with the full one. Write $b=B/F$ and $y=u/\phi$. The next term of the expansion is
\begin{equation}
(1+y)^{3/2}=1+\tfrac32y+\tfrac38y^2+\dots
\end{equation}
It multiplies the integrand by $1-\tfrac38by^2$ to first order. The average of $y^2$ with weight $y\,e^{-3by/2}$ is
\begin{equation}
\langle y^2\rangle=\frac{\int_0^\infty y^3e^{-3by/2}dy}{\int_0^\infty y\,e^{-3by/2}dy}
=\frac{6}{(3b/2)^2}=\frac{8}{3b^2},
\end{equation}
so that
\begin{equation}
\frac{J}{AF^2e^{-B/F}}=1-\frac38\,b\,\frac{8}{3b^2}+O(b^{-2})
=1-\frac FB+O\!\left(\frac{F^2}{B^2}\right).
\end{equation}
At 10 MV/cm this estimate is 0.959, and the integral gives 0.962. The current is lowered by about 4\,\%, but the slope hardly notices, because the factor varies slowly with field. Differentiating $-b+\ln(1-1/b)$ gives $-1+1/b^2$ to this order, so the apparent slope field is
\begin{equation}
B_{\text{app}}\approx B\left(1-\frac{F^2}{B^2}\right).
\end{equation}
At the midpoint field the reduction is $(8.889)^2/241.6\approx0.33$ MV/cm; the integrated currents show 0.30 MV/cm.

\section{Does the slope survive beyond WKB?}

The WKB probability has a prefactor of one, which has not been justified. A field-dependent prefactor would alter the slope. For normal incidence at the Fermi level, the Schr\"odinger equation in the triangle can be solved in full. Let
\begin{equation}
\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
\xi=\frac{\phi-eFx}{eF\ell},
\end{equation}
which turns it into $d^2\psi/d\xi^2=\xi\psi$. The solution $\psi=\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)$ has, far beyond the exit point, the phase $\tfrac23(-\xi)^{3/2}+\pi/4$. This grows with $x$, so the wave is outgoing. Using it alone assumes that nothing is reflected at the far side of the film.

In the emitter, with mass $m_e$ and wavenumber $q$, the wave is $a\,e^{iqx}+r\,e^{-iqx}$. Continuity of $\psi$ and of $\psi'/\text{mass}$ at a sharp interface gives
\begin{equation}
a+r=\psi(0),\quad \frac{iq(a-r)}{m_e}=\frac{\psi'(0)}{m}
\;\Rightarrow\;
a=\frac12\left[\psi(0)+\frac{m_e}{iqm}\psi'(0)\right].
\end{equation}
The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$, together with $d\xi/dx=-1/\ell$, gives $\mathrm{Im}(\psi^*\psi')=1/(\pi\ell)$. Dividing the transmitted flux $\hbar/(\pi\ell m)$ by the incident flux $\hbar q|a|^2/m_e$,
\begin{equation}
T=\frac{m_e}{\pi\ell mq|a|^2}.
\end{equation}

For a thick barrier $\xi_0=\phi/(eF\ell)$ is large. Then $\mathrm{Ai}$ is negligible at the interface, $\mathrm{Bi}^2\approx e^{B/F}/(\pi\sqrt{\xi_0})$, since $\tfrac43\xi_0^{3/2}=B/F$, and $\psi'(0)\approx-\kappa_0\mathrm{Bi}$, since $\sqrt{\xi_0}/\ell=\kappa_0$. With $\rho=\kappa_0m_e/(qm)$ this means $|a|^2\approx\tfrac14\mathrm{Bi}^2(1+\rho^2)$, and
\begin{equation}
T\approx\frac{4m_e\sqrt{\xi_0}}{\ell mq(1+\rho^2)}\,e^{-B/F}
=\frac{4\rho}{1+\rho^2}\,e^{-B/F}.
\end{equation}
To leading order the prefactor does not contain the field. For an emitter with 5 eV of kinetic energy at the Fermi level, $\rho=1.215$ and the prefactor is 1.96. The full Airy result gives 1.971 at 8 MV/cm and 1.973 at 10 MV/cm, and the slope of $\ln T$ against $1/F$ yields 241.7 MV/cm. No $F^2$ is divided out here, because $T$ refers to one state and not to a sum over states.

Without reflection at the collector, the slope is thus much firmer than the magnitude of the current. A sharp collector interface would reflect part of the wave. The resulting interference makes $T$ oscillate with field and thickness. If transport across the film is coherent, this can shift a slope taken from only two fields by tens of MV/cm in films 4 to 6 nm thick, as much as or more than the omitted $F^2$. Equation (\ref{eq:FN}) gives $1.6\times10^{-3}$ A/cm$^2$ at 10 MV/cm, but a sharp emitter interface of this kind, with no reflection at the collector, would roughly double it.

\section{When the film is too thin}

For an electron at the Fermi level the exit distance is 3.1 nm at 10 MV/cm and 3.9 nm at 8 MV/cm. The other contributing electrons leave later, at $(\phi+u)/(eF)$, so within WKB the triangular formula needs a film thicker than this by several times $d/(eF)=0.086$ nm. In a film of thickness $L<\phi/(eF)$ even an electron at the Fermi level reaches the collector while still under the barrier, which is now a trapezoid. This is direct tunnelling. The integral over $y$ then stops at $\phi-eFL$, and the exponent becomes
\begin{equation}
G=\frac BF\left[1-(1-v)^{3/2}\right],\qquad v=\frac{eFL}{\phi}<1 .
\end{equation}
For $v\ll1$ the bracket is $\tfrac32v-\tfrac38v^2$, and inserting $B=4\kappa_0\phi/(3e)$ gives
\begin{equation}
G\approx2\kappa_0L-\frac{\kappa_0eL^2F}{2\phi}.
\end{equation}
The exponent tends to a constant set by the thickness, with a correction linear in $F$. Its derivative with respect to $1/F$ is $\tfrac38v^2B$, which vanishes at low field. A slope measured there says nothing direct about $B$.

The value 241.6 MV/cm also rests on a barrier without image force, traps or space charge, and on one parabolic mass throughout the gap. An image potential screened by a relative permittivity near 2 would raise the current about tenfold and lower the slope by about 1\,\%. Zero temperature is a fair model while $k_BT\ll d$; at room temperature $k_BT=0.026$ eV is already about a third of $d$ at these fields, which raises the two currents by about 29\,\% and 17\,\% and lowers the slope to about 238 MV/cm. Within this model the two routes to $B$ agree, provided the emitter band is deep and the current is divided by $F^2$ before its logarithm is taken. The numerical output below lists the values at both fields.

\section*{Table of computed values}
\begin{verbatim}
barrier height phi = 3.10 eV
barrier mass m = 0.42 m_e
emitter kinetic energy = 5.0 eV
hbar^2/(2m) in barrier = 0.09071 eV nm^2
decay constant kappa0 = 5.8458 1/nm
slope field B = 241.63 MV/cm
slope field B, converted = 24.163 V/nm
exit distance if F were equal to B = 0.128 nm
applied field F = 8.0 MV/cm:
  exit distance phi/(eF) = 3.875 nm
  exponent B/F = 30.203 (no unit)
  WKB factor exp(-B/F) = 7.636e-14 (no unit)
  J from closed formula = 2.430e-06 A/cm^2
  J from WKB integral = 2.355e-06 A/cm^2
  J integral/formula = 0.9690 (no unit)
  first-order estimate 1-F/B = 0.9669 (no unit)
  Airy transmission = 1.505e-13 (no unit)
  Airy T / exp(-B/F) = 1.9706 (no unit)
applied field F = 10.0 MV/cm:
  exit distance phi/(eF) = 3.100 nm
  exponent B/F = 24.163 (no unit)
  WKB factor exp(-B/F) = 3.208e-11 (no unit)
  J from closed formula = 1.595e-03 A/cm^2
  J from WKB integral = 1.534e-03 A/cm^2
  J integral/formula = 0.9618 (no unit)
  first-order estimate 1-F/B = 0.9586 (no unit)
  Airy transmission = 6.329e-11 (no unit)
  Airy T / exp(-B/F) = 1.9727 (no unit)
B from slope of ln(J/F^2), WKB = 241.33 MV/cm
B from slope of ln T, Airy = 241.67 MV/cm
slope of ln J without F^2 = 259.18 MV/cm
midpoint field in 1/F = 8.889 MV/cm
B + 2F at midpoint = 259.40 MV/cm
excess over B without F^2 = 7.3 %
\end{verbatim}
